# Axial-dispersion reactor with wall deposition: from stirred tank to plug flow

## 1. Two reactors that need no differential equation of second order

A dilute precursor enters a hot zone of length $L$ and open cross-section $A$ with mean speed $u$ and number density $C_0$. Surfaces inside the zone remove it at a rate $kC$ per unit volume of gas.

Suppose first that mixing is so strong that the density has one value $C$ throughout. In steady state, inflow equals outflow plus deposition:

$$uAC_0=uAC+kALC .$$

Dividing by $uAC_0$ gives $C/C_0=1/(1+\mathrm{Da})$, where $\mathrm{Da}=kL/u$ is the Damköhler number, the residence time multiplied by the rate coefficient.

Suppose instead that there is no axial mixing. Each slice of gas then obeys $u\,dC/dx=-kC$, and leaves with $C/C_0=e^{-\mathrm{Da}}$.

For $\mathrm{Da}=1$ the tank converts $1-1/2=0.50$ of the precursor and plug flow converts $1-e^{-1}=0.63$. The surfaces and the residence time are the same. The tank converts less because all its surfaces see the low exit density, whereas in plug flow the upstream surfaces see richer gas. Finite axial dispersion should lie between the two. The theorem below shows that it does, and how the limits are reached.

## 2. The model

**Assumptions.** The state is steady, and temperature and pressure are uniform. The precursor is dilute, so $u$ is constant. Deposition is first order: a surface removes $k_sC$ molecules per unit area and time. Mixing across the flow is fast. Long non-reacting zones precede and follow the hot zone.

**Lemma 1 (averaged balance).** Let $P$ be the depositing perimeter, that is, the depositing area per unit length. Then

$$D\,C''-u\,C'-kC=0,\qquad k=\frac{k_sP}{A}. \tag{1}$$

*Proof.* The axial flux density is $uC-DC'$, where $D$ is the dispersion coefficient. In a slice of thickness $dx$, the flux leaving minus the flux entering is $A(uC-DC')'dx$. This equals minus the deposition, $-k_sCP\,dx$, if the density at the surfaces equals the cross-sectional mean. Dividing by $A\,dx$ gives $uC'-DC''=-kC$. ∎

**Lemma 2 (Danckwerts conditions).** With positive dispersion in both inert zones,

$$uC_0=uC(0^+)-DC'(0^+),\qquad C'(L^-)=0. \tag{2}$$

*Proof.* In the fore zone, with dispersion coefficient $D_f$, equation (1) without reaction has the solution $C=\alpha+\beta e^{ux/D_f}$. Far upstream the exponential vanishes, so $\alpha=C_0$. The flux is

$$uC-D_fC'=uC_0+u\beta e^{ux/D_f}-u\beta e^{ux/D_f}=uC_0 .$$

No molecules are lost at the plane $x=0$, so the same flux enters the hot zone. This is the first condition, and $D_f$ has dropped out of it.

In the aft zone the solution has the same form, but its exponential now grows downstream. A bounded density requires $\beta=0$, so the density there is constant and the flux is $uC(L^+)$. Density and flux are continuous at $x=L$, hence $uC(L)-DC'(L^-)=uC(L)$, which gives $C'(L^-)=0$. ∎

The density is continuous at the inlet too, but it is already below $C_0$ there. With $\xi=x/L$, $c=C/C_0$ and $\mathrm{Pe}_f=uL/D_f$, the fore-zone profile is

$$c(\xi)=1-[1-c(0)]\,e^{\mathrm{Pe}_f\xi},\qquad \xi<0 .$$

The depletion reaches upstream over a distance of about $D_f/u$. If the density is held at $C_0$ at some upstream plane, the inert zone between that plane and the hot zone must be several times longer than this. If instead the feed is metered, so that molecules enter at the fixed rate $uAC_0$ and none diffuse back into the supply, conservation gives the flux $uC_0$ at $x=0$ for any length of the inert zone.

Lemma 2 was tested by solving all three zones numerically for $uL/D=3$ and $\mathrm{Da}=1.2$. The inert zones were eight hot lengths long, and zero density was imposed at the far downstream end. For both $\mathrm{Pe}_f=3$ and $\mathrm{Pe}_f=6$, the value of $c$ at the hot-zone exit agreed with the solution under (2) to within $5\times10^{-5}$.

## 3. The theorem

Define the Peclet number $\mathrm{Pe}=uL/D$. Multiplying (1) by $L/(uC_0)$ and rewriting (2) gives

$$\frac{c''}{\mathrm{Pe}}-c'-\mathrm{Da}\,c=0,\qquad c(0)-\frac{c'(0)}{\mathrm{Pe}}=1,\qquad c'(1)=0, \tag{3}$$

where primes now denote $d/d\xi$.

**Theorem.** Let $\mathrm{Pe}$ and $\mathrm{Da}$ be positive and $a=\sqrt{1+4\mathrm{Da}/\mathrm{Pe}}$. Problem (3) has one solution, and the conversion is $X=1-c(1)$ with

$$c(1)=\frac{4a\,e^{\mathrm{Pe}/2}}{(1+a)^2e^{a\mathrm{Pe}/2}-(1-a)^2e^{-a\mathrm{Pe}/2}}. \tag{4}$$

At fixed $\mathrm{Da}$:

(i) $X\to\mathrm{Da}/(1+\mathrm{Da})$ as $\mathrm{Pe}\to0$;

(ii) $X\to1-e^{-\mathrm{Da}}$ as $\mathrm{Pe}\to\infty$;

(iii) $X$ lies strictly between these values and rises strictly with $\mathrm{Pe}$.

### Proof of the exit formula

The exit condition is the simpler one, so we measure distance from the exit: $\eta=1-\xi$. Then $d/d\xi=-d/d\eta$, and (3) becomes

$$\frac{c_{\eta\eta}}{\mathrm{Pe}}+c_\eta-\mathrm{Da}\,c=0 .$$

A trial solution $e^{m\eta}$ gives $m^2+\mathrm{Pe}\,m-\mathrm{Pe}\,\mathrm{Da}=0$, so

$$m=-\frac{\mathrm{Pe}}2\pm s,\qquad s=\frac{a\,\mathrm{Pe}}2,\qquad s^2=\frac{\mathrm{Pe}^2}4+\mathrm{Da}\,\mathrm{Pe}.$$

Hence $c=e^{-\mathrm{Pe}\,\eta/2}(\alpha\cosh s\eta+\beta\sinh s\eta)$. At $\eta=0$ we have $\alpha=c(1)$. The condition $c_\eta=0$ there reads $-\mathrm{Pe}\,\alpha/2+s\beta=0$, so $\beta=\alpha\,\mathrm{Pe}/(2s)=\alpha/a$. The profile is

$$c=c(1)\,e^{-\mathrm{Pe}\,\eta/2}\left[\cosh s\eta+\frac1a\sinh s\eta\right]. \tag{5}$$

Differentiate, using $s/a=\mathrm{Pe}/2$. The two $\cosh$ terms cancel:

$$c_\eta=c(1)\,e^{-\mathrm{Pe}\,\eta/2}\,\frac{\mathrm{Pe}}2\left(a-\frac1a\right)\sinh s\eta. \tag{6}$$

The inlet condition is $c+c_\eta/\mathrm{Pe}=1$ at $\eta=1$. Inserting (5) and (6), the coefficient of $\sinh s$ is $1/a+\tfrac12(a-1/a)=\tfrac12(a+1/a)$, so

$$\frac1{c(1)}=e^{-\mathrm{Pe}/2}\left[\cosh s+\frac{1+a^2}{2a}\sinh s\right]. \tag{7}$$

The right side is positive, so $c(1)$ is fixed, positive and unique. To obtain (4), multiply the bracket by $4a$ and write the hyperbolic functions as exponentials:

$$4a\cosh s+2(1+a^2)\sinh s=(1+a)^2e^s-(1-a)^2e^{-s}. \qquad ∎$$

Since $a>1$, equation (6) also shows that $c_\eta>0$ for $\eta>0$. The density therefore falls strictly from inlet to exit, a fact used in the proofs of the bounds and of monotonicity.

### Proof of the stirred-tank limit

As $\mathrm{Pe}\to0$, $a$ diverges, so we remove it from (7). Since $s/a=\mathrm{Pe}/2$ and $1+a^2=2+4\mathrm{Da}/\mathrm{Pe}$,

$$\frac{1+a^2}{2a}\sinh s=\frac{(1+a^2)\mathrm{Pe}}4\,\frac{\sinh s}s=\left(\mathrm{Da}+\frac{\mathrm{Pe}}2\right)\frac{\sinh s}s .$$

Therefore

$$\frac1{c(1)}=e^{-\mathrm{Pe}/2}\left[\cosh s+\left(\mathrm{Da}+\frac{\mathrm{Pe}}2\right)\frac{\sinh s}s\right]. \tag{8}$$

To first order in $\mathrm{Pe}$, $s^2=\mathrm{Da}\,\mathrm{Pe}$, $\cosh s=1+\mathrm{Da}\,\mathrm{Pe}/2$ and $\sinh s/s=1+\mathrm{Da}\,\mathrm{Pe}/6$. The bracket is

$$1+\mathrm{Da}+\mathrm{Pe}\left(\frac{\mathrm{Da}}2+\frac12+\frac{\mathrm{Da}^2}6\right).$$

The factor $e^{-\mathrm{Pe}/2}=1-\mathrm{Pe}/2+\dots$ subtracts $\mathrm{Pe}(1+\mathrm{Da})/2$, which leaves

$$\frac1{c(1)}=1+\mathrm{Da}+\frac{\mathrm{Da}^2\,\mathrm{Pe}}6+O(\mathrm{Pe}^2). \tag{9}$$

This proves (i). ∎

### Proof of the plug-flow limit

Factor $(1+a)^2e^s$ out of the denominator of (4). The exponent that remains is

$$\frac{\mathrm{Pe}}2-s=-\frac{\mathrm{Pe}}2(a-1)=-\frac{\mathrm{Pe}}2\,\frac{a^2-1}{a+1}=-\frac{2\mathrm{Da}}{1+a},$$

because $a^2-1=4\mathrm{Da}/\mathrm{Pe}$. Thus

$$c(1)=\frac{4a}{(1+a)^2}\,\frac{e^{-2\mathrm{Da}/(1+a)}}{1-\left(\frac{a-1}{a+1}\right)^2e^{-a\mathrm{Pe}}}. \tag{10}$$

As $\mathrm{Pe}\to\infty$, $a\to1$ and $c(1)\to e^{-\mathrm{Da}}$, which proves (ii). ∎

For the corrections, put $z=\mathrm{Da}/\mathrm{Pe}$. Then $a=1+2z-2z^2+\dots$, so $1+a=2(1+z-z^2+\dots)$ and $2\mathrm{Da}/(1+a)=\mathrm{Da}(1-z+2z^2-\dots)$. The prefactor is $4a/(1+a)^2=1-[(a-1)/(a+1)]^2=1-z^2+\dots$. The last denominator in (10) differs from 1 by an exponentially small amount. Taking the logarithm,

$$\ln c(1)=-\mathrm{Da}+\frac{\mathrm{Da}^2}{\mathrm{Pe}}-\frac{2\mathrm{Da}^3+\mathrm{Da}^2}{\mathrm{Pe}^2}+O(\mathrm{Pe}^{-3}). \tag{11}$$

Direct numerical solution of (3) at $\mathrm{Da}=1.5$ tests both expansions. At $\mathrm{Pe}=0.01$, the quantity $[1/c(1)-1-\mathrm{Da}]/\mathrm{Pe}$ is 0.3743, against $\mathrm{Da}^2/6=0.375$. At $\mathrm{Pe}=400$, $[\ln c(1)+\mathrm{Da}]\,\mathrm{Pe}$ is 2.2277. The first correction alone gives 2.25, and the second lowers this by $9/400$ to 2.2275.

### Proof of the bounds

Let $N=c-c'/\mathrm{Pe}$ be the scaled flux. By (3), $N'=-\mathrm{Da}\,c$, $N(0)=1$ and $N(1)=c(1)$. Integrating, and using that $c$ exceeds $c(1)$ upstream of the exit,

$$1-c(1)=\mathrm{Da}\int_0^1c\,d\xi>\mathrm{Da}\,c(1),$$

so $c(1)<1/(1+\mathrm{Da})$.

Also, $c'<0$ before the exit, so $N>c$ there and $N'>-\mathrm{Da}\,N$. Hence $(Ne^{\mathrm{Da}\,\xi})'>0$. Integration gives $c(1)e^{\mathrm{Da}}>1$, that is, $c(1)>e^{-\mathrm{Da}}$. ∎

### Proof of monotonicity

Let $\varepsilon=1/\mathrm{Pe}$ and $p=\partial c/\partial\varepsilon$ at fixed $\mathrm{Da}$. Differentiating (3),

$$\varepsilon p''-p'-\mathrm{Da}\,p=-c'',\qquad p(0)-\varepsilon p'(0)=c'(0),\qquad p'(1)=0.$$

The reversed profile $w(\xi)=c(1-\xi)$ satisfies

$$\varepsilon w''+w'-\mathrm{Da}\,w=0,\qquad w'(0)=0,\qquad w(1)+\varepsilon w'(1)=1.$$

Multiply the equation for $p$ by $w$ and integrate by parts. The remaining integral contains the equation for $w$ and vanishes:

$$\left[\varepsilon wp'-\varepsilon w'p-wp\right]_0^1=-\int_0^1wc''\,d\xi .$$

At $\xi=1$ the bracket is $-p(1)[w(1)+\varepsilon w'(1)]=-p(1)$. At $\xi=0$ it is $w(0)[\varepsilon p'(0)-p(0)]=-w(0)c'(0)$. The left side is therefore $-p(1)+w(0)c'(0)$. On the right, another integration by parts with $c'(1)=0$ gives $w(0)c'(0)+\int_0^1w'c'\,d\xi$. The common term cancels. Since $w'(\xi)=-c'(1-\xi)$,

$$\frac{\partial c(1)}{\partial\varepsilon}=\int_0^1c'(\xi)\,c'(1-\xi)\,d\xi>0. \tag{12}$$

Both factors are negative inside the interval. More dispersion at fixed $\mathrm{Da}$ raises the exit density and lowers the conversion. This completes the proof of (iii). ∎

## 4. Remarks on the limits

**A small Peclet number alone does not make a tank.** From (5), with $1/a=\mathrm{Pe}/(2s)$,

$$\frac{c(0)}{c(1)}=e^{-\mathrm{Pe}/2}\left[\cosh s+\frac{\mathrm{Pe}}2\frac{\sinh s}s\right]=1+\frac{\mathrm{Da}\,\mathrm{Pe}}2+O(\mathrm{Pe}^2).$$

When $\mathrm{Pe}$ is small, $s^2\approx\mathrm{Da}\,\mathrm{Pe}$ and the ratio is close to $\cosh\sqrt{\mathrm{Da}\,\mathrm{Pe}}$. The profile is then flat only if $\mathrm{Da}\,\mathrm{Pe}=kL^2/D$ is small too. This second condition says that diffusion crosses the zone faster than the surfaces consume the precursor. At fixed $\mathrm{Da}$ it follows from $\mathrm{Pe}\to0$.

**Slow flow is a different limit.** Reduce $u$ while $k$, $L$ and $D$ stay fixed. Now $\mathrm{Pe}\to0$, but $\mathrm{Da}\to\infty$ and $\varphi^2=kL^2/D$ stays constant. Dividing (8) by $\mathrm{Da}$ and using $s\to\varphi$ gives

$$\mathrm{Da}\,c(1)\to\frac{\varphi}{\sinh\varphi},$$

whereas a tank would give 1. The density still falls along the zone, by the factor $c(0)/c(1)\to\cosh\varphi$, so the surfaces do not all see the exit density. For $\varphi^2=3.31$, direct solution at $\mathrm{Pe}=10^{-3}$ gives 0.606, in agreement with this limit. With a metered feed this holds for any length of the inert fore zone. If the density is instead held at $C_0$ upstream, the fore zone must be long compared with $D_f/u$, which grows as the flow slows.

## 5. Example: silane on a wafer load

Consider polycrystalline silicon deposited from silane diluted in nitrogen, in a hot-wall tube at 900 K and 0.50 Torr. The feed is 100 sccm with a silane fraction of 0.10. The load has 120 wafers of radius 5.0 cm at a pitch of 0.50 cm, so $L=60$ cm. The tube radius is 7.5 cm. Rough model values are $k_s=0.40$ cm/s and $D=1600$ cm²/s. The latter is for nitrogen as the carrier; in hydrogen $D$ would be nearly four times as large.

Gas flows through the annulus of area $A=\pi(7.5^2-5.0^2)=98.2$ cm². Both wafer faces count as depositing surface:

$$P=2\pi(7.5)+\frac{2\pi(5.0)^2}{0.50}=361\ \text{cm}.$$

Converting the feed from 760 Torr and 273.15 K to tube conditions gives

$$u=\frac{100}{60}\,\frac{760}{0.50}\,\frac{900}{273.15}\,\frac1{98.2}=85.0\ \text{cm/s}.$$

Then $k=0.40\times361/98.2=1.47$ s⁻¹, and

$$\mathrm{Pe}=\frac{85.0\times60}{1600}=3.19,\qquad \mathrm{Da}=\frac{1.47\times60}{85.0}=1.04,\qquad a=1.518.$$

In (10) the prefactor is 0.958, the exponential is $e^{-0.825}=0.438$, and the last denominator is nearly 1. Hence $c(1)=0.420$ and $X=0.580$. At the same $\mathrm{Da}$ a tank gives 0.510 and plug flow 0.646, so this reactor lies about halfway between them.

Neither one-term estimate serves here. Equation (9) gives $X=0.617$. Equation (11), cut after $\mathrm{Da}^2/\mathrm{Pe}$, gives 0.504, which is below the tank bound. The reason is visible in (11): the first correction is 0.34 and the next is $-0.33$, so the series cannot be cut there.

The growth rate is $k_sC/n_{\mathrm{Si}}$, with $n_{\mathrm{Si}}=5.0\times10^{22}$ cm⁻³ the atom density of silicon. At the feed density it would be 2.58 nm/min. The inlet value $c(0)=0.796$ gives 2.05 nm/min on the first wafer, and the last receives 1.08 nm/min. The ratio is 1.9. In plug flow it would be $2.58/0.91=2.8$, and in a tank 1. Dispersion thus evens out the load at the cost of conversion, when $\mathrm{Da}$ is held fixed. As a balance, the surfaces collect $2.60\times10^{18}$ silicon atoms per second from $4.48\times10^{18}$ silane molecules fed, again a fraction 0.580.

## 6. The model beside a real tube

Hot-wall silane deposition does run at a few tenths of a Torr and near 900 K. Growth with little dilution is roughly 10 nm/min, so the rates here are low, mainly because the silane is dilute. An end-to-end thickness ratio of 1.9 would be unacceptable for uniform films. Real tubes depart from uniform temperature, sometimes by design, with a hotter exit end to offset depletion. With a rough activation energy of 1.7 eV, a rise of 5 K throughout multiplies $k$ by 1.13 and, with $u$ and $D$ held fixed, moves $X$ from 0.580 to 0.618. This is the largest shift among the effects sized here for weak site blocking, though the rough value of $k_s$ and the uncertain strength of the blocking may matter more.

Each silane molecule that deposits releases two hydrogen molecules, so the gas expands. With feed fraction $y_0=0.10$, the exit speed is $u(1+y_0X)$ and $X=1-(1+y_0X)c(1)$. Solving for $X$,

$$X=\frac{1-c(1)}{1+y_0c(1)}=\frac{0.592}{1.041}=0.569 .$$

Here $1-c(1)=0.592$ comes from solving the balance numerically with the growing speed. It is the fall in density, part of which is dilution by hydrogen; the conversion is 0.569.

If occupied surface sites reduce the rate to $kC/(1+0.1c)$, $X$ becomes 0.563. The strength of this blocking is uncertain. Without it, the chosen $k_s$ would give 26 nm/min in undiluted silane, well above the 10 nm/min quoted. If blocking alone explains the difference, 0.1 becomes about 0.16 and $X$ about 0.553. These values take 0.40 cm/s as the coefficient of an unblocked surface. If it is instead the effective value at the feed density, the shift changes sign, because surfaces in depleted gas are less blocked: $X$ rises to 0.593 for a strength of 0.1. With 1 in place of 0.1, the two readings give 0.42 and 0.67, so first-order kinetics is only as good as the blocking is weak. If $D$ is 20 percent lower, $X$ becomes 0.588.

Fast transverse mixing holds well. With the gap between wafers taken equal to the pitch, the density at a wafer centre is 0.6 percent below that at its edge, and radial depletion lowers the effective $k$ by 0.4 percent. For wafers 0.05 cm thick the gap is 0.45 cm, and these become 0.7 and 0.5 percent. The pressure drop is about 0.003 Torr, and the omitted wafer edges would add 0.9 percent to the depositing area. The mean free path is about 5 percent of the pitch for hard spheres of diameter 0.4 nm, and about 8 percent when estimated from the viscosity of nitrogen, so ordinary diffusion between wafers is a fair but not exact approximation.

The inlet condition is more delicate. Beside the wafers $D/u=19$ cm. A fore zone without wafers has a larger open area and slower gas, so with the same $D$ this length is 34 cm there, and depletion extends tens of centimetres upstream. Because the feed is metered, a shorter inert section would still deliver the flux $uC_0$ to the hot zone. Deposition on the walls of that section would reduce this flux and violate Lemma 2. Gas-phase decomposition and the change of $D$ as hydrogen accumulates are also left out, and their effect is not estimated here.

## Calculated quantities

```
temperature 900 K; pressure 0.50 Torr
feed 100 sccm; silane fraction 0.10
tube radius 7.5 cm; wafer radius 5.0 cm
wafers 120; pitch 0.50 cm; load length 60 cm
surface rate coefficient k_s 0.40 cm/s
D times pressure 800 Torr cm2/s; D 1600 cm2/s
silicon atom density 5.00e+22 cm^-3
open area 98.17 cm2; perimeter 361.3 cm
hot volume flow 8347 cm3/s; speed 85.02 cm/s
volume rate coefficient k 1.4720 s^-1
Pe 3.1883; Da 1.0388; a 1.5176
feed silane density 5.365e+14 cm^-3
scaled concentration: inlet 0.7960, exit 0.4198
mean scaled concentration 0.5586
conversion: dispersion model 0.5802
conversion: stirred tank 0.5095, plug flow 0.6461
small-Pe estimate 0.6172
large-Pe estimate 0.5036
same Da, Pe 0.01: conversion 0.5099
same Da, Pe 0.1: conversion 0.5137
same Da, Pe 1: conversion 0.5430
same Da, Pe 10: conversion 0.6157
same Da, Pe 100: conversion 0.6424
same Da, Pe 1000: conversion 0.6457
growth at feed density 2.575 nm/min
growth: first wafer 2.050 nm/min
growth: last wafer 1.081 nm/min
stirred-tank growth 1.263 nm/min
plug-flow last wafer 0.911 nm/min
silicon deposited 2.598e+18 atoms/s
silane fed 4.478e+18 molecules/s
fore-zone diffusion length D/u 18.82 cm
k L^2/D 3.3120; slow-flow Da*c(1) 0.6057
test Da 1.5: small-Pe slope 0.3743
test Da 1.5: large-Pe slope 2.2277
conversion with gas expansion 0.5918
conversion with blocking parameter 0.1: 0.5629
activation energy 1.7 eV; k factor for +5 K 1.1287
conversion at +5 K 0.6179
conversion with D lower by 20 percent 0.5881
wafer Thiele modulus squared 0.0250
wafer centre depletion 0.622 percent
radial lowering of k 0.428 percent
shear addition to D 0.0084 percent
viscosity 4.0e-05 Pa s; drop 0.00294 Torr
molecular diameter 0.4 nm; path 0.0262 cm
free path / wafer pitch 0.0524
wafer thickness 0.05 cm
wafer-edge area / counted area 0.87 percent
```
